\section*{Pressure of an ultrasoft chain at fixed plane-wave number}

\section*{Question}

I am practising stress calculations on a one-dimensional chain of period $L$. Each cell holds one normalized Gaussian projector
\[
\beta(x)=\pi^{-1/4}\sigma^{-1/2}e^{-x^2/2\sigma^2},
\]
and there is no local potential. In Rydberg atomic units the generalized eigenproblem is $H\psi=\varepsilon S\psi$ with
\[
H=p^2+D\sum_j|\beta_j\rangle\langle\beta_j|,\qquad
S=1+q\sum_j|\beta_j\rangle\langle\beta_j| ,
\]
where $\beta_j(x)=\beta(x-jL)$. I use $L=4\,a_0$, $\sigma=1\,a_0$, $D=-1$ Ry and $q=0.5$. Two electrons per cell fill the lowest band, which I sample at $\kappa=\pm1/8,\pm3/8$ in units of $2\pi/L$. My basis is three plane waves, $n=-1,0,1$.

For the pressure I took the expectation value of $-dH/dL$ in the occupied states, normalized with $S$. This gives $0.0480$ Ry/$a_0$. Differentiating the energy numerically with the same three plane waves gives $0.0830$ Ry/$a_0$. Is my basis too small, or is the formula wrong? What is the correct analytic pressure?

\section*{Answer}

The formula lacks a term: the overlap matrix also depends on $L$. The small basis is a separate matter. It shifts the pressure slightly, but it cannot cause a disagreement between the analytic and numerical derivatives of the same finite-basis energy.

\subsection*{The matrices and their dependence on $L$}

I keep $D$, $q$, $\sigma$, the occupations, the fractions $\kappa$ and the integers $n$ fixed when $L$ changes. Write
\[
\psi(x)=\frac{1}{\sqrt L}\sum_n c_n e^{ip_nx},\qquad
p_n=\frac{2\pi(n+\kappa)}{L}.
\]
The plane waves are normalized in one cell. The projection of one of them on the projector at the origin is an integral over the whole line, because the Gaussian extends beyond its cell:
\begin{align}
b_n&=\frac{1}{\sqrt L}\int_{-\infty}^{\infty}\beta(x)e^{ip_nx}\,dx
=\frac{\pi^{-1/4}\sigma^{-1/2}}{\sqrt L}\,\sigma\sqrt{2\pi}\,e^{-\sigma^2p_n^2/2}\notag\\
&=\left(\frac{2\sigma\sqrt\pi}{L}\right)^{1/2}e^{-\sigma^2p_n^2/2}.
\label{b}
\end{align}
On the projector in cell $j$ the same wave has projection $e^{ip_njL}b_n=e^{2\pi i\kappa j}b_n$. In the matrix element between waves $m$ and $n$, taken over one cell, shift the integration variable by $jL$ in the $j$th term. The wave $m$ then supplies $e^{-2\pi i\kappa j}$, which cancels the phase, and the shifted cells together cover the whole line. Hence
\begin{equation}
H_{mn}=p_n^2\delta_{mn}+D\,b_mb_n,\qquad
S_{mn}=\delta_{mn}+q\,b_mb_n .
\label{matrices}
\end{equation}
Both matrices are real and symmetric, so the $c_n$ can be chosen real. With $B=\sum_nb_nc_n$, the normalization $c^{T}Sc=1$ reads
\begin{equation}
\sum_nc_n^2+qB^2=1 .
\label{norm}
\end{equation}

At fixed $n$ and $\kappa$ we have $dp_n/dL=-p_n/L$. Taking the logarithm of \eqref{b} and differentiating gives
\begin{equation}
\frac{1}{b_n}\frac{db_n}{dL}=-\frac{1}{2L}-\sigma^2p_n\frac{dp_n}{dL}
=\frac{1}{L}\left(\sigma^2p_n^2-\frac12\right).
\label{db}
\end{equation}
Thus $S$ changes with $L$ although $q$ and the shape of $\beta$ do not.

\subsection*{Where the missing term comes from}

Let a prime denote $d/dL$, and let $\varepsilon$ be a nondegenerate eigenvalue. Since $\varepsilon=c^{T}Hc$ and $Hc=\varepsilon Sc$,
\[
\varepsilon'=c^{T}H'c+2c'^{T}Hc=c^{T}H'c+2\varepsilon\,c'^{T}Sc .
\]
With an ordinary, constant overlap the last term would vanish. Here the derivative of $c^{T}Sc=1$ gives $2c'^{T}Sc=-c^{T}S'c$, so
\begin{equation}
\varepsilon'=c^{T}(H'-\varepsilon S')c .
\label{hf}
\end{equation}
Your calculation kept $H'$ and dropped $-\varepsilon S'$. No derivative of the coefficients remains, and convergence of the basis was not assumed.

Now insert \eqref{matrices}. The kinetic part contributes $\sum_n2p_np_n'c_n^2=-(2/L)\sum_np_n^2c_n^2$. For the projector part, the product rule gives $c^{T}(bb^{T})'c=2B\sum_nb_n'c_n$. Define
\[
t=\sum_np_n^2c_n^2,\qquad
X=\sum_nb_nc_n(1-2\sigma^2p_n^2),\qquad
\Lambda=D-\varepsilon q .
\]
By \eqref{db}, $\sum_nb_n'c_n=-X/(2L)$, and therefore
\[
\varepsilon'=-\frac{2t}{L}+\Lambda\,2B\left(-\frac{X}{2L}\right)
=-\frac{1}{L}\left(2t+\Lambda BX\right).
\]
With $E=\sum_\kappa f\varepsilon$ and fixed occupations $f$, the pressure is
\begin{equation}
\boxed{P=-\frac{dE}{dL}=\sum_\kappa\frac fL\left[2t+(D-\varepsilon q)BX\right].}
\label{P}
\end{equation}
In one dimension this is a force; a positive value means that the energy falls when the chain expands. For $q=0$ the overlap term disappears. For $D=q=0$ the formula gives $PL=2E$, as it must for free-electron levels proportional to $L^{-2}$.

\subsection*{Solving for the state by hand}

The problem can be solved without a matrix routine because the projector has rank one. Row $n$ of the eigenproblem is
\[
(p_n^2-\varepsilon)c_n+\Lambda b_nB=0
\quad\Longrightarrow\quad
c_n=-\frac{\Lambda Bb_n}{p_n^2-\varepsilon}.
\]
This division is allowed for a level below all the $p_n^2$. Such a level has $B\neq0$, since $B=0$ would make every $c_n$ vanish. Multiplying by $b_n$, summing and dividing by $B$ gives
\begin{equation}
F(\varepsilon)=1+\Lambda\sum_n\frac{b_n^2}{p_n^2-\varepsilon}=0 .
\label{secular}
\end{equation}

Assume that $S$ is positive definite, which means $1+q\sum_nb_n^2>0$, and that $D<q\,p_{\min}^2$, where $p_{\min}^2$ is the smallest $p_n^2$. Then $F\to1+q\sum_nb_n^2>0$ as $\varepsilon\to-\infty$, while $F\to-\infty$ as $\varepsilon$ approaches $p_{\min}^2$ from below. A root therefore lies in between.

There cannot be two levels there. If there were, choose $\mu$ above both and below $p_{\min}^2$. The form $c^{T}(H-\mu S)c$ would be negative for every nonzero combination of the two eigenvectors. One such combination has $\sum_nb_nc_n=0$, and for it the form equals $\sum_n(p_n^2-\mu)c_n^2>0$, a contradiction.

Substituting $c_n$ into \eqref{norm} fixes $B$:
\[
B^2=\left[q+\Lambda^2\sum_n\frac{b_n^2}{(p_n^2-\varepsilon)^2}\right]^{-1}.
\]
Substituting it into \eqref{P} gives the pressure in terms of the root alone:
\[
P=\sum_\kappa\frac fL\Lambda^2B^2\sum_nb_n^2
\left[\frac{2p_n^2}{(p_n^2-\varepsilon)^2}
-\frac{1-2\sigma^2p_n^2}{p_n^2-\varepsilon}\right].
\]

\subsection*{Your three-plane-wave case}

Reversing the signs of $\kappa$ and $n$ reverses $p_n$ and leaves $b_n$ unchanged, so $\pm\kappa$ have equal energies. Each of the four points has weight $1/4$ and holds two spins. Keeping only $\kappa=1/8$ and $3/8$ thus gives $f=2\times2\times\frac14=1$ for each.

For $\kappa=1/8$ the root is $\varepsilon=-0.59086$ Ry, so $\Lambda=-1+0.5\times0.59086=-0.70457$ Ry. The momenta, projections and coefficients are

\begin{center}
\begin{tabular}{rccc}
$n$ & $p_n$ ($a_0^{-1}$) & $b_n$ & $c_n$\\
$-1$ & $-1.37445$ & $0.36607$ & $0.08272$\\
$0$ & $0.19635$ & $0.92342$ & $0.82217$\\
$1$ & $1.76715$ & $0.19754$ & $0.02981$
\end{tabular}
\end{center}

In the order of the table, the sums are
\begin{align*}
B&=0.0303+0.7592+0.0059=0.7954,\\
t&=0.0129+0.0261+0.0028=0.0418\ \text{Ry},\\
X&=-0.0841+0.7007-0.0309=0.5857 .
\end{align*}
With one more digit kept, this point contributes
\[
P_{1/8}=\frac{2(0.04176)-0.70457\times0.79538\times0.58565}{4}
=-0.0612\ \text{Ry}/a_0 .
\]

For $\kappa=3/8$ the root is $\varepsilon=-0.32591$ Ry. The same sums give $\Lambda=-0.83704$ Ry, $B=0.78764$, $t=0.29446$ Ry and $X=0.01835$, hence
\[
P_{3/8}=\frac{2(0.29446)-0.83704\times0.78764\times0.01835}{4}
=0.1442\ \text{Ry}/a_0 .
\]
The first level rises when the chain expands and the second falls. The second effect is larger, and the total is
\[
P=-0.0612+0.1442=0.0830\ \text{Ry}/a_0\quad(3.42\ \text{nN}).
\]
The numerical $-dE/dL$ agrees to all eight printed decimals, $0.08303927$ Ry/$a_0$.

Separating the kinetic, $D$ and overlap parts of \eqref{P} shows what happened to your value:
\[
0.1681-0.1201+0.0350=0.0830\ \text{Ry}/a_0 .
\]
Without the last part one gets your $0.0480$ Ry/$a_0$. The omitted part is 42\% of the full pressure.

\subsection*{What the small basis does}

Fixed plane-wave number means a fixed list of integers. When $L$ grows, all $p_n$ shrink, and the largest kinetic energy in the basis falls as $L^{-2}$. Equation \eqref{P} is the derivative of this finite-basis energy $E_N(L)$. If $E_\infty$ is the converged energy for the same $\kappa$ points, subtracting the two derivatives gives
\[
P_N-P_\infty=-\frac{d}{dL}(E_N-E_\infty).
\]
The pressure error is therefore set by the slope of the energy error, not by its size.

Taking 25 plane waves as the converged reference, the energy error of your basis is $8.295\times10^{-5}$ Ry at $L=3.98\,a_0$ and $9.510\times10^{-5}$ Ry at $L=4.02\,a_0$. Its slope predicts
\[
P_3-P_{25}\approx-\frac{(9.510-8.295)\times10^{-5}}{0.04}
=-3.04\times10^{-4}\ \text{Ry}/a_0 ,
\]
which agrees with the direct difference between $0.08304$ and $0.08334$ Ry/$a_0$. At $L=4\,a_0$ the energy error is about 0.01\% of the converged energy, while the pressure error is about 0.4\% of the converged pressure. Converged here refers to the basis only, at your four $\kappa$ points. The mesh itself is not converged: with 16 or more evenly spaced points and a converged basis the pressure is $0.0889$ Ry/$a_0$, a shift of $0.0056$ Ry/$a_0$, about 18 times the basis shift. A plausible reason for the growing energy error is that the omitted waves have $\sigma^2p_n^2>1/2$, so by \eqref{db} their projections increase with $L$. That is an indication, not a proof.

A fixed kinetic-energy cutoff defines a different function of $L$. New integers enter the basis at particular lengths, and the energy can jump there. Between these lengths the list is constant and \eqref{P} applies; a finite difference taken across a jump does not measure this derivative.

\subsection*{A second check, and the limits of the formula}

Scale $L$ and $\sigma$ by a common factor $s$. Both $\sigma/L$ and $\sigma p_n$ stay fixed, so $b_n$ and $S$ do not change, while $p_n^2$ scales as $s^{-2}$. Applying \eqref{hf} with $s$ as the parameter, at $s=1$, gives
\[
L\frac{\partial E}{\partial L}+\sigma\frac{\partial E}{\partial\sigma}=-2T,
\qquad T=\sum_\kappa f\,t,
\]
or $PL=2T+\sigma\,\partial E/\partial\sigma$. For your chain the right side is $0.6725-0.3403=0.3322$ Ry, equal to $PL$. The second term is present because the real projector keeps its width when the chain is stretched.

Equation \eqref{P} is $-dE/dL$ at fixed occupations. With Fermi occupations relaxed at fixed temperature and electron number, the free energy is stationary with respect to the $f$, so the same expression, summed over all levels of all bands, each weighted by its Fermi occupation, is minus the derivative of the free energy rather than of $E$. Here the lowest band is full: on the sampled points its top is at $-0.326$ Ry and the next band starts at $0.802$ Ry. It also relies on a constant $D$. If $D$ is a prescribed function of $L$, then $H'$ gains $D'bb^{T}$ and the pressure gains $-\sum_\kappa fB^2D'$. A $D$ that changes because it is determined self-consistently is a different case, since the total energy is then not the sum of eigenvalues. As an example, let $n=\sum_\kappa fB^2$ and $E=\sum_\kappa f\,t+D_0n+\frac12Un^2$ with constant $D_0$ and $U$. Then $D=D_0+Un$ and $E=\sum_\kappa f\varepsilon-\frac12Un^2$. The term $nD'=Unn'$ in the derivative of the eigenvalue sum cancels against the derivative of $\frac12Un^2$, and \eqref{P} holds with the self-consistent $D$ inserted. The further terms of a full energy functional with a local potential and a density-dependent interaction lie outside this model.

The numerical check tests the pressure formula against numerical derivatives for several basis sizes, including a case with negative $q$, and tests the Bloch matrices against a real-space ring of eight cells.

\section*{Computed values}
\begin{verbatim}
L = 4.0 a0, sigma = 1.0 a0, D = -1.0 Ry, q = 0.5
Three plane waves, n = -1, 0, 1; f = 1 for each kappa
kappa = 0.125: eigenvalue = -0.590862 Ry
  n = -1: p = -1.374447 1/a0, b = 0.366065, c = 0.082720
  n =  0: p = 0.196350 1/a0, b = 0.923423, c = 0.822166
  n =  1: p = 1.767146 1/a0, b = 0.197544, c = 0.029810
  D - eps q = -0.704569 Ry, B = 0.795377
  sum p^2 c^2 = 0.041762 Ry
  sum b c (1 - 2 sigma^2 p^2) = 0.585651
  kinetic part of P = 0.020881 Ry/a0
  D part of P = -0.116453 Ry/a0
  overlap part of P = 0.034404 Ry/a0
  pressure from this kappa = -0.061169 Ry/a0
kappa = 0.375: eigenvalue = -0.325913 Ry
  n = -1: p = -0.981748 1/a0, b = 0.581406, c = 0.297203
  n =  0: p = 0.589049 1/a0, b = 0.791457, c = 0.775459
  n =  1: p = 2.159845 1/a0, b = 0.091368, c = 0.012070
  D - eps q = -0.837044 Ry, B = 0.787640
  sum p^2 c^2 = 0.294465 Ry
  sum b c (1 - 2 sigma^2 p^2) = 0.018350
  kinetic part of P = 0.147232 Ry/a0
  D part of P = -0.003613 Ry/a0
  overlap part of P = 0.000589 Ry/a0
  pressure from this kappa = 0.144208 Ry/a0
Energy per cell = -0.916775 Ry
Total kinetic part = 0.168113 Ry/a0
Total D part = -0.120067 Ry/a0
Total overlap part = 0.034993 Ry/a0
Analytic pressure = 0.08303927 Ry/a0
Numerical -dE/dL = 0.08303927 Ry/a0
Pressure without overlap part = 0.048047 Ry/a0
Analytic pressure converted = 3.4207 nN
Scaling check: P L = 0.332157 Ry, 2T = 0.672453 Ry
Scaling check: sigma dE/dsigma = -0.340296 Ry
N =  3: E = -0.91677499 Ry, P = 0.08303927 Ry/a0
N =  5: E = -0.91686384 Ry, P = 0.08334293 Ry/a0
N =  7: E = -0.91686384 Ry, P = 0.08334293 Ry/a0
N = 25: E = -0.91686384 Ry, P = 0.08334293 Ry/a0
Basis error, N = 3, L = 3.98 a0: 8.2948e-05 Ry
Basis error, N = 3, L = 4.00 a0: 8.8859e-05 Ry
Basis error, N = 3, L = 4.02 a0: 9.5099e-05 Ry
P(N=3) - P(N=25) = -3.0367e-04 Ry/a0
Minus slope of basis error = -3.0377e-04 Ry/a0
Lowest band maximum on sampled points = -0.325996 Ry
Next band minimum on sampled points = 0.801950 Ry
Largest ring-Bloch eigenvalue difference = 1.4e-13 Ry
\end{verbatim}
